# Why a perfect ballistic wire still has a two-terminal resistance

## Question

Electrons in a perfect ballistic wire are not scattered. I concluded that such a wire has zero resistance. But the Landauer formula $G=(2e^2/h)MT$, with $M$ modes and transmission $T$, leaves a finite resistance at $T=1$. I have also seen $R=(h/2e^2)(1-T)/T$ for a single mode, which does vanish at $T=1$.

Which one is the resistance? And if nothing scatters in the wire, where does the voltage drop, and where does the heat go?

## Answer

The two formulas describe different voltages. The first uses the voltage between the reservoirs that drive the current. The second uses the voltage drop across the scatterer alone. In a perfect wire the second voltage is zero and the first is not.

### The current carried by one mode

Let the wire join two large reservoirs with electrochemical potentials $\mu_L>\mu_R$ and equal temperatures, and define $V=(\mu_L-\mu_R)/e$ with $e>0$. I count $I$ as positive when electrons flow from left to right. I assume that

- there is no inelastic scattering in the wire and no magnetic field;
- an electron reaching the end of the wire enters the reservoir without reflection;
- the response is linear, and the transmission is constant over the energies that matter.

In a perfect wire, right movers then come from the left reservoir and have its Fermi distribution $f_L$. Left movers have the distribution $f_R$.

Take one mode in a wire of length $\ell$. The allowed wavenumbers are spaced by $2\pi/\ell$, each holds two spins, and an electron with velocity $v$ contributes a current $ev/\ell$. The sum over right movers becomes an integral in which $\ell$ cancels:

$$I_\rightarrow=2e\int_{k>0}\frac{dk}{2\pi}\,v(k)\,f_L .$$

Since $v=(1/\hbar)\,dE/dk$, we have $v\,dk/2\pi=dE/(2\pi\hbar)=dE/h$. The velocity has dropped out: fast electrons carry more current each, but have fewer states per unit energy. Subtracting the left movers gives

$$I=\frac{2e}{h}\int (f_L-f_R)\,dE .$$

For a band bottom $E_0$ far below both potentials,

$$\int_{E_0}^{\infty}f\,dE=k_BT_{\rm el}\ln\!\left(1+e^{(\mu-E_0)/k_BT_{\rm el}}\right)\approx\mu-E_0,$$

where $T_{\rm el}$ is the temperature. The difference of the two integrals is therefore $\mu_L-\mu_R=eV$, and one mode carries $I=(2e^2/h)V$. With $M$ open modes,

$$R_{\rm 2t}=\frac{V}{I}=\frac{h}{2e^2M},\qquad \frac{h}{2e^2}=12.906\ \text{k}\Omega .$$

The length of the wire does not appear. The resistance is finite because a finite number of modes carries a finite current at a given voltage.

### Adding a scatterer

Let $T_n$ be the probability that an electron arriving from the left in mode $n$ is transmitted into any mode on the right, and let $T=\frac1M\sum_nT_n$. The total transmission from right to left is the same. To see this, let $R_n=1-T_n$ and let $T'_n$ be the transmissions from the right. If all incoming modes on both sides are full, unitarity makes all outgoing modes full. Counting those on the left gives $\sum_nR_n+\sum_nT'_n=M$. Since $\sum_nR_n=M-\sum_nT_n$, it follows that $\sum_nT'_n=\sum_nT_n$.

Both opposing currents are thus multiplied by $T$, so $I=(2e^2/h)MTV$. Writing $1=T+(1-T)$ in the numerator of $1/T$,

$$R_{\rm 2t}=\frac{h}{2e^2M}\,\frac1T=\frac{h}{2e^2M}+\frac{h}{2e^2M}\,\frac{1-T}{T}.$$

The last term is your second formula, with the factor $1/M$ needed for more than one mode. So far the split is only algebra. It gains a physical meaning from the potentials beside the scatterer.

### Where the voltage drops

Measure a local level by a number $u$, with $u=1$ at $\mu_L$ and $u=0$ at $\mu_R$. Imagine a voltmeter contact that exchanges electrons equally with all right-moving and left-moving modes. It draws no net current when its level equals their average occupation, measured on the same scale.

Left of the scatterer, the $M$ right-moving modes have occupation 1. The left-moving modes contain the reflected electrons, with total occupation $\sum_nR_n=M(1-T)$; the right reservoir adds zero on this scale. Averaging over $2M$ modes,

$$u_A=\frac{M+M(1-T)}{2M}=1-\frac T2 .$$

Right of the scatterer, the right movers have total occupation $MT$ and the left movers have zero, so

$$u_B=\frac{MT+0}{2M}=\frac T2 .$$

The drop across the scatterer is $u_A-u_B=1-T$ in units of $V$. Dividing by the current,

$$R_{\rm s}=\frac{(1-T)V}{(2e^2/h)MTV}=\frac{h}{2e^2M}\,\frac{1-T}{T}.$$

The left contact takes $1-u_A=T/2$, and the right contact takes $u_B-0=T/2$. Each therefore has the resistance

$$\frac{(T/2)V}{(2e^2/h)MTV}=\frac{h}{4e^2M},$$

and the two together give $h/(2e^2M)$, whatever $T$ is.

At $T=1$ both levels are $1/2$. The mean level is flat along the perfect wire, and the whole voltage drops at its ends. As $T\to0$, the scatterer takes nearly all of the voltage. For fixed $T$, both terms fall as $1/M$, so the contact term is small in ohms for a wire with very many modes, although its share of $R_{\rm 2t}$ stays equal to $T$.

### What happens at the contacts

A contact has many modes and the wire has few. Most electrons approaching the wire from the wide side must turn back, even if every electron leaving the wire gets out.

I computed this for a strip on a square lattice that is narrowed by a smooth confining potential. At the chosen energy the wide strip has 7 open modes and the narrow part has $M=2$. Without the constriction the total transmission $\sum_nT_n$ is 7.0000. With it, the total is 2.0000, for straight sections of both 20 and 120 sites. The resistance is

$$\frac{12.906\ \text{k}\Omega}{2}=6.453\ \text{k}\Omega$$

in both cases. There is no impurity here; the loss of modes limits the current.

Seen from the wide strip, the constriction is itself a scatterer. If the strip has $M_w$ modes, their mean transmission is $M/M_w$. Voltmeter contacts of the above kind, placed in the wide parts, would give

$$\frac{h}{2e^2M_w}\,\frac{1-M/M_w}{M/M_w}=\frac{h}{2e^2}\left(\frac1M-\frac1{M_w}\right).$$

This approaches $h/(2e^2M)$ when $M_w\gg M$, which is the usual meaning of a wide contact.

### A worked example with one impurity

Take a chain with one mode, hopping $-t$ between neighbouring sites, and an impurity energy $U$ on site 0. Away from the impurity, $E=-2t\cos k$, with $k$ in radians per site. For a wave from the left, let

$$\psi_n=e^{ikn}+re^{-ikn}\ (n\le0),\qquad \psi_n=\tau e^{ikn}\ (n\ge0).$$

The two forms agree at $n=0$, so $r=\tau-1$. The Schrödinger equation at site 0, divided by $t$, is

$$-\tau e^{ik}-\left(e^{-ik}+re^{ik}\right)+\frac Ut\tau=-(e^{ik}+e^{-ik})\tau .$$

Insert $r=\tau-1$ and collect the terms in $\tau$:

$$\tau\left(\frac Ut-e^{ik}+e^{-ik}\right)=e^{-ik}-e^{ik}
\quad\Rightarrow\quad
\tau=\frac{-2i\sin k}{U/t-2i\sin k}.$$

The velocity is the same on both sides, so

$$T=|\tau|^2=\frac{1}{1+\left(\dfrac{U}{2t\sin k}\right)^2}.$$

For $U=t$ and $k=\pi/5$, this gives $T=0.58018\approx0.5802$. Then

$$R_{\rm 2t}=\frac{12.9064}{0.58018}\ \text{k}\Omega=22.25\ \text{k}\Omega,$$

$$R_{\rm s}=12.906\times\frac{0.4198}{0.5802}\ \text{k}\Omega=9.34\ \text{k}\Omega .$$

The difference is the contact term, 12.91 kΩ. With 1 mV between the reservoirs, the drops are 290 µV at the left contact, 420 µV at the impurity and 290 µV at the right contact.

### Can a voltmeter really measure the second term?

It can, if it averages over the interference between incident and reflected waves. Consider a weak probe whose coupling to each wave is proportional to the local density. Left of the impurity, electrons from the left reservoir have density

$$|e^{ikx}+re^{-ikx}|^2=1+|r|^2+2|r|\cos\theta,\qquad \theta=2kx-\arg r,$$

and those from the right reservoir have density $T$. A probe covering whole periods of $\theta$ removes the cosine. Using $|r|^2=1-T$, its level is

$$u_A=\frac{1+|r|^2}{1+|r|^2+T}=\frac{2-T}{2}=1-\frac T2,$$

as before. In the numerical calculation, two such probes, each covering 20 sites, gave 9.34 kΩ for the impurity. On the perfect chain both probe levels were 0.5000, so they found no drop.

A point probe keeps the cosine. The total density is $2+2|r|\cos\theta$, of which the right reservoir supplies $T$. Hence

$$u_A(x)=1-\frac{T}{2+2|r|\cos\theta}.$$

By symmetry, a point probe at the mirror position reads $u_B=1-u_A$. The apparent resistance is

$$\frac{h}{2e^2}\,\frac{u_A-u_B}{T}=\frac{h}{2e^2}\left(\frac1T-\frac{1}{1+|r|\cos\theta}\right).$$

It is negative when $1+|r|\cos\theta<T=1-|r|^2$, that is, when $\cos\theta<-|r|$. For the positions sampled, the calculated values run from −9.9 to 14.3 kΩ. A negative value does not mean that the wire supplies power: the probes draw no net current, and the power comes from the reservoirs, whose voltage and current keep the same sign.

With several modes there is a further condition. The formula for $R_{\rm s}$ assumes a probe that samples all modes equally; unequal weights can change its reading. The density-coupled probe used above is an example: a mode's density per unit energy scales as $1/v$, so this probe gives slow modes more weight and, with several modes of different transmission, does not in general read $R_{\rm s}$. The two-terminal result needs no such assumption. As an example, a thin barrier of strength $0.5t$ across the two-mode constriction has mode transmissions 0.845 and 0.668, from the chain formula with each mode's own wavenumber. Their sum is 1.513, against 1.510 from the full lattice calculation, a difference of about 0.2% of the sum. The barrier is uniform across the width, so in the straight part it does not mix modes and the chain formula is exact for each mode. If the tapers reflected nothing, the total would equal the sum (apart from tunnelling through closed modes, which decay over the long straight part), so the difference comes from residual reflection at the tapers. A reflection probability too small to show in the total 2.0000 can still do this, because the wave reflected at a taper interferes with the wave reflected at the barrier at first order in its amplitude. The lattice value gives 8.55 kΩ in total, of which 6.45 kΩ is the contact term and 2.09 kΩ the barrier term, within rounding.

### Two scatterers in series

The split also shows which resistances add. For two scatterers in a single-mode wire, sum the amplitudes over repeated reflections between them. If a round trip has phase $\varphi$, the transmission is

$$T(\varphi)=\frac{T_1T_2}{|1-\rho e^{i\varphi}|^2},\qquad \rho=\sqrt{R_1R_2},\quad R_i=1-T_i .$$

Expand $1/(1-\rho e^{i\varphi})=\sum_m\rho^me^{im\varphi}$. In the phase average of its squared modulus, cross terms vanish and $\sum_m\rho^{2m}=1/(1-\rho^2)$ remains. Therefore

$$T_{12}=\frac{T_1T_2}{1-R_1R_2}.$$

Since $T_1T_2=1-R_1-R_2+R_1R_2$,

$$\frac{1-T_{12}}{T_{12}}=\frac{1-R_1R_2-T_1T_2}{T_1T_2}
=\frac{R_1+R_2-2R_1R_2}{T_1T_2}.$$

The numerator is $R_1(1-R_2)+R_2(1-R_1)=R_1T_2+R_2T_1$, so

$$\frac{1-T_{12}}{T_{12}}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.$$

The scatterer terms add and the contact term is counted once. For two of the impurities above, the total is $12.91+2\times9.34\approx31.6$ kΩ. Doubling the two-terminal value would give 44.5 kΩ, because it counts the contacts twice. This addition rule belongs to the phase-averaged transmission; at a fixed phase, interference can make the total larger or smaller.

### Where the heat goes

The source supplies the power $IV$, but elastic motion in the wire cannot turn it into heat. An electron of energy $E$ that arrives on the right relaxes there and releases, on average, $E-\mu_R$. The empty state it left on the left is filled from around $\mu_L$, which releases $\mu_L-E$.

For the perfect wire, the net number of electrons crossing per unit time and energy is $(2M/h)(f_L-f_R)$. The heating of the right reservoir is therefore

$$P_R=\frac{2M}{h}\int(E-\mu_R)(f_L-f_R)\,dE .$$

At equal temperatures, $f_L-f_R$ is symmetric about the midpoint $(\mu_L+\mu_R)/2$, because a Fermi function satisfies $f(\mu+x)=1-f(\mu-x)$. The average of $E-\mu_R$ is thus $eV/2$, while the area under $f_L-f_R$ is $eV$. This gives

$$P_R=\frac{2M}{h}\,\frac{(eV)^2}{2}=\frac12\,\frac{2e^2M}{h}V^2=\frac{IV}{2}.$$

The left reservoir receives the other half, since $\mu_L-E$ also averages to $eV/2$.

Take a two-mode wire at 1 mV and 1 K. The bias window is then 1 meV wide, about $12k_BT_{\rm el}$, so the constant transmission assumed above requires a mode spacing well above 1 meV, with both $\mu_L$ and $\mu_R$ several $k_BT_{\rm el}$ away from any mode threshold; otherwise the current changes and the heat is shared unequally. Under this condition the current is $2\times77.48\ \mu\text{S}\times1\ \text{mV}=155$ nA. The total power is 155 pW, with 77.5 pW going to each reservoir.

So "no resistance" is right for the mean potential drop inside a perfect wire, and wrong for the voltage you must apply to drive a current through it. If inelastic scattering in the wire transfers electrons between right movers and left movers, some of the heat is released there; inelastic events that keep the direction of motion release no net heat as long as each stream has a Fermi distribution at the lattice temperature. Beside an impurity, an outgoing stream is a mixture of $f_L$ and $f_R$, and such events then release heat too. The same can happen once events that reverse the motion have changed the streams. If the contacts reflect electrons trying to leave the wire, they add scattering of their own, and in general $h/(2e^2M)$ is no longer the whole resistance; an exception is a single-mode wire at a resonance between two equal reflecting ends, where $T(\varphi)$ with $T_1=T_2$ and $\varphi=0$ equals 1. The numerical check below tests the mode current, the split into contact and scatterer terms, the constriction and barrier transmissions, the phase average of $T(\varphi)$ and the heat. For point probes it tests only a bound on the levels and the range of the readings, and it does not compute probes in the wide strip.

## Numbers as computed

```
h/(2e^2) = 12906.40 ohm
2e^2/h = 77.4809 microsiemens
mode current / (2e/h)(mu_L-mu_R), parabolic band = 1.000000
mode current / (2e/h)(mu_L-mu_R), cosine band = 1.000000
mode current / (2e/h)(mu_L-mu_R), hyperbolic band = 1.000000
perfect chain: two-terminal R = 12906.6 ohm
perfect chain: probe levels mu_A = 0.5000, mu_B = 0.5000
impurity strength = 1.0 t, wavenumber = 0.6283 per site
impurity transmission T = 0.5802 (formula), 0.5802 (Green function)
impurity: two-terminal R = 22245.8 ohm
impurity: extended-probe R = 9339.3 ohm
impurity: contact part = 12906.5 ohm
impurity: probe levels mu_A = 0.7099, mu_B = 0.2901
drops at 1 mV: left contact 290.1 microvolt, scatterer 419.8 microvolt, right contact 290.1 microvolt
point-probe R ranges from -9948.5 to 14326.2 ohm
two impurities: phase-averaged transmission = 0.4086
two impurities: two-terminal R = 31584.7 ohm
twice the one-impurity two-terminal R = 44491.1 ohm
random 3-mode scatterer: mean T = 0.5481, scatterer R = 3547.6 ohm
open modes: wide strip 7, wire M = 2
total transmission without constriction = 7.0000
constriction, straight part 20 sites: total transmission = 2.0000, R = 6453.2 ohm
constriction, straight part 120 sites: total transmission = 2.0000, R = 6453.2 ohm
h/(2e^2 M) for this wire = 6453.2 ohm
barrier strength in wire = 0.5 t
barrier transmissions by mode = 0.8450, 0.6680
barrier total transmission = 1.5129 (mode formula), 1.5104 (lattice)
barrier: two-terminal R = 8545.2 ohm
barrier: scatterer part = 2092.0 ohm
perfect wire at 1.0 mV, 1.0 K: current = 154.96 nA
heat: left reservoir 77.48 pW, right reservoir 77.48 pW
total power IV = 154.96 pW
```
